\section*{A linear Haynes-type rule for excitons bound to neutral donors, part 2}

How does the exciton binding energy of a neutral donor vary with its ionization energy when donor species differ only in a short-range core? Lengths are in donor radii, $\varepsilon/m$ bohr, and energies in effective hartrees, $m/\varepsilon^2$ hartree, unless a unit is given. Here $\varepsilon$ is the dielectric constant, $m$ the electron mass and $\sigma$ the ratio of hole mass to electron mass. The neutral donor is D$^0$, the free exciton X and the bound exciton D$^0$X. With the donor ion at the origin, electrons 1 and 2 and hole $h$ have
\begin{align}
H_{\rm DX}={}&-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{1}{2\sigma}\nabla_h^2
-\frac1{r_1}-\frac1{r_2}+\frac1{r_h}\nonumber\\
&+\frac1{r_{12}}-\frac1{r_{1h}}-\frac1{r_{2h}}-\lambda\,[w(r_1)+w(r_2)] .
\end{align}
The ionization energy is $E_D=-E({\rm D}^0)$, and
\begin{align}
E_{\rm BX}&=E({\rm D}^0)+E({\rm X})-E({\rm D}^0{\rm X}).
\label{eq:balance}
\end{align}
A superscript zero marks energies at $\lambda=0$. The core averages $n_D$ (D$^0$) and $n_X$ (D$^0$X, both electrons counted) are taken at $\lambda=0$ unless written $n(\lambda)$. They obey
\begin{equation}
\frac{dE}{d\lambda}=-n(\lambda).
\label{eq:HF}
\end{equation}
To first order,
\begin{equation}
\boxed{E_{\rm BX}=E_{\rm BX}^0+s\,(E_D-E_D^0),\qquad s=\frac{n_X}{n_D}-1 .}
\label{eq:rule}
\end{equation}
At any strength,
\begin{equation}
\frac{dE_{\rm BX}}{dE_D}=\frac{n_X(\lambda)}{n_D(\lambda)}-1\equiv s(\lambda).
\label{eq:local}
\end{equation}
With second-order energy terms $-\lambda^2\kappa_D$ and $-\lambda^2\kappa_X$, the curvature of the line is proportional to $\kappa_X-(1+s)\kappa_D$. Near the ion the averaged density of both complexes has the common factor $1-2r$, so $s$ depends little on core shape.

Silicon's six valleys, coupled equally with strength $u$, give $\lambda=6u$. Both electrons occupy the symmetric valley combination, and their spins form a singlet.

The example uses $\varepsilon=11.7$, electron mass 0.30, hole mass 0.50 and $\sigma=1.667$. The donor radius is 20.64 angstrom, the effective hartree 0.05963 eV and $E_D^0=0.0298$ eV. The core is $w=e^{-r^2/c^2}$ with $c=4.0$ angstrom, or 0.1938 donor radii, which gives $n_D=0.008472$.

\subsection{A variational bound exciton}

The three mobile particles of D$^0$X have no closed solution. Collect their positions in $x=(\mathbf r_1,\mathbf r_2,\mathbf r_h)$ and expand the wavefunction in Gaussians $\phi_A=e^{-x^{T}Ax}$, where $A$ is a positive $3\times3$ matrix. Its off-diagonal elements let the particles correlate. Each function is added to its copy with the electrons exchanged, as the singlet requires.

All matrix elements are elementary. Let $C=A+B$. Rotating to the eigenvectors of $C$ gives nine one-dimensional Gaussian integrals,
\begin{equation}
S=\langle\phi_A|\phi_B\rangle=\left(\frac{\pi^3}{\det C}\right)^{3/2}.
\end{equation}
With $e^{-x^TCx}/S$ as a probability density, $\langle\mathbf x_j\cdot\mathbf x_k\rangle=\frac32(C^{-1})_{jk}$. Integrating the kinetic energy by parts and using $\nabla_i\phi_A=-2(Ax)_i\phi_A$,
\begin{equation}
T=\sum_i\frac{1}{2m_i}\int\nabla_i\phi_A\cdot\nabla_i\phi_B
=3S\sum_i\frac{(AC^{-1}B)_{ii}}{m_i},
\end{equation}
with $m_1=m_2=1$ and $m_h=\sigma$. Any separation $\mathbf y=\sum_i q_i\mathbf x_i$ is distributed as $(\pi g)^{-3/2}e^{-y^2/g}$ with $g=q^TC^{-1}q$. Therefore
\begin{align}
\left\langle\frac1y\right\rangle&=\frac{4\pi}{(\pi g)^{3/2}}\int_0^\infty y\,e^{-y^2/g}dy
=\frac{2}{\sqrt{\pi g}},\\
\langle e^{-y^2/c^2}\rangle&=(1+g/c^2)^{-3/2}.
\end{align}
Minimizing the energy over the expansion coefficients $a$ gives the matrix equation $Ha=E\,Sa$. Its lowest root is an upper bound to the energy of this model.

With 750 functions the result is $E({\rm D}^0{\rm X})=-0.8586$. The separated donor and exciton have
\begin{equation}
-\frac12-\frac{\sigma}{2(1+\sigma)}=-0.5000-0.3125=-0.8125 ,
\end{equation}
so the exciton is bound without any core attraction, by $E_{\rm BX}^0=0.0461$, or 0.0028 eV. Because $E({\rm D}^0{\rm X})$ is an upper bound, the true binding in the model is at least as large, apart from rounding.

\subsection{Tests of the wavefunction}

Stretching all coordinates of a state by $1/\eta$ changes its energy to $\eta^2T+\eta V$. For the true ground state this is stationary at $\eta=1$, which requires $-V/T=2$. The computed ratio is 1.997. A uniform stretch could therefore hardly lower the energy. The condition is necessary but not sufficient, since a wavefunction of the wrong shape can also meet it.

Going from 375 to 750 functions lowers the energy by 0.0022, or 0.00013 eV, and moves the slope from 0.156 to 0.152. These changes indicate the sensitivity to the basis; they are not bounds on the error that remains. Optimizing the exponents themselves lowers the energy further, to $-0.8595$, which gives $E_{\rm BX}^0=0.0470$ (still 0.0028 eV), a slope of 0.151 and an intercept of $-0.0017$ eV. The values below keep the 750 functions and carry shifts of this size.

The matrix elements were tested in position space. Points were drawn with probability $|\Psi|^2$ and $(H\Psi)/\Psi$ was averaged over them. For a smaller wavefunction of 250 functions this gave $-0.8516\pm0.0020$, against $-0.8525$ from the matrices. The core average for a wide core, $c=1$, came out as $0.352\pm0.004$ against 0.349.

\subsection{The slope}

The core averages are $n_X=0.009763$ and $n_D=0.008472$, so
\begin{equation}
s=\frac{0.009763}{0.008472}-1=0.152 .
\end{equation}
The exciton adds to the core about 15\% of what the donor electron already provides. This lies much nearer the distant exciton, $s=0$, than the doubly filled orbit, $s=1$.

The same slope follows from energies alone. If $E(\lambda)$ is quadratic over the interval used,
\begin{equation}
E'(0)=\frac{4E(\lambda)-E(2\lambda)-3E(0)}{2\lambda},
\end{equation}
because the quadratic terms cancel in the numerator. With $\lambda=0.5$ effective hartree, applied to both complexes, the ratio of derivatives minus one is 0.1524, equal to the density result to the digits shown. Both use the same basis for D$^0$X, so the agreement tests the first-order theorem and not the convergence of $s$. What remains of the energy of D$^0$X after the first-order term is removed grows by a factor 4.07 when $\lambda$ doubles, close to the factor 4 of a second-order term.

Halving the core range to 2.0 angstrom gives $s=0.148$. The change is about as large as the basis sensitivity, but it survives when the exponents are optimized: the slopes are then 0.151 and 0.146, and about 0.143 for a point core. Its smallness agrees with the common factor $1-2r$ near the ion.

The mean distances from the ion in D$^0$X are 45 angstrom for an electron and 62 angstrom for the hole. In D$^0$ the electron is at $\langle r\rangle=4\int_0^\infty r^3e^{-2r}dr=\tfrac32$ donor radii, or 31 angstrom. The electrons are on average farther out than in the neutral donor, and the hole farther still. These averages do not show how the two electrons divide the space between them. A heavier hole costs less kinetic energy to localize, which suggests a more compact complex with more electron density at the core. With the electron mass held fixed, the computed slopes are 0.125, 0.152 and 0.186 for $\sigma=1$, 1.667 and 3, and $E_{\rm BX}^0$ is 0.0022, 0.0028 and 0.0035 eV. The trend agrees with this expectation but does not prove the reason given for it. The basis was chosen for the middle case, so the outer two are less secure. For $\sigma=1$ the complex is positronium hydride, whose known energy of $-0.7892$ gives $E_{\rm BX}^0=0.0023$ eV, and a basis optimized for that mass gives a slope of 0.120. The values for $\sigma=3$ may be off by similar amounts.

\subsection{Three donors, and why the line survives}

Let rough ionization energies of 0.043, 0.045 and 0.054 eV stand for Sb, P and As. For P the first-order line gives
\begin{align}
E_{\rm BX}&=0.00275+0.1524\,(0.04500-0.02982)\nonumber\\
&=0.00275+0.00231=0.0051\ {\rm eV}.
\end{align}
Its intercept at $E_D=0$ is $0.00275-0.1524\times0.0298=-0.0018$ eV, so strict proportionality fails in this model.

For comparison, choose $\lambda$ so that the full donor equation, solved numerically on a radial grid, reproduces each $E_D$. Then diagonalize D$^0$X with the same $\lambda$.

\begin{center}
\begin{tabular}{lcccc}
 & $E_D$ (eV) & line (eV) & full (eV) & $s(\lambda)$\\
Sb & 0.043 & 0.0048 & 0.0050 & 0.193\\
P & 0.045 & 0.0051 & 0.0054 & 0.200\\
As & 0.054 & 0.0064 & 0.0074 & 0.232
\end{tabular}
\end{center}

The full energies are lower bounds on the binding in this model, apart from small numerical errors, because the energy of D$^0$X is an upper bound while the donor is solved on a fine grid. The basis was chosen without a core and serves less well at these strengths. With exponents optimized at the strength for P, the full energies rise to 0.0051, 0.0055 and 0.0076 eV and the local slopes to 0.203, 0.210 and 0.245, while the line hardly moves. The shortfalls quoted below, which use the table, are therefore too small: 6\% and 12\% become about 8\% and 15\%, and 13\% and 20\% become about 16\% and 24\%.

Perturbation theory in $\lambda$ is poor here. For P the strength is $\lambda=0.872$ eV, and the first-order donor shift is $0.872\times0.00847=0.0074$ eV, half the required 0.0152 eV. Yet the line falls short of the full $E_{\rm BX}$ by only about 6\% for P and 12\% for As. Part of this closeness comes from the constant $E_{\rm BX}^0$, which both contain. Of the rise above $E_{\rm BX}^0$, the line misses about 13\% for P and 20\% for As, still much less than first order misses in the donor shift. The reason is that the core averages of the two complexes grow nearly in step. Up to the strength for P, $n_D(\lambda)$ is on average about twice its initial value, while $n_X(\lambda)/n_D(\lambda)$ rises only from 1.152 to 1.200. In second order this is the partial cancellation in $\kappa_X-(1+s)\kappa_D$. It is incomplete, since the local slope rises with $E_D$.

That rise accounts for the error. Integrating the local slope from the coreless donor to P, with the mean of its end values, gives
\begin{equation}
0.00275+\tfrac12(0.1524+0.1999)\times0.0152=0.0054\ {\rm eV},
\end{equation}
which is the full result. Between Sb and P the full energies have a chord slope of 0.1965, equal to the mean of the two local slopes. A line started from P predicts for As $0.0054+0.1999\times0.009=0.0072$ eV, against 0.0074 eV from the full calculation. A real donor is thus a better origin than the coreless one when neighbouring species are compared.

\subsection{What the model leaves out}

\emph{Core energy of the hole.} If the hole feels $+\lambda w$, the energy of D$^0$X rises by $\lambda n_h$, where $n_h$ is the core average of the hole. Then $E_{\rm BX}$ falls by $\lambda n_h$ and the slope changes by $-n_h/n_D\simeq-0.01$, roughly a tenth of $s$. The basis has no functions made for the hole near the ion, so only the size of this number is meaningful. If the hole feels the single-valley strength $u=\lambda/6$ instead, the change is $-0.002$.

\emph{Ellipsoidal valleys.} Silicon valleys have rough masses 0.19 across and 0.92 along their axis. Take the trial orbit $e^{-t}$ with $t^2=(X^2+Y^2)/a^2+Z^2/b^2$, in ordinary atomic units. In the stretched coordinates it is a 1s state with $\langle p^2\rangle=1$, one third per direction, and $\langle1/t\rangle=1$. Hence
\begin{equation}
E(a,b)=\frac16\left(\frac{2}{0.19\,a^2}+\frac{1}{0.92\,b^2}\right)
-\frac1\varepsilon\int_0^1\frac{du}{\sqrt{a^2(1-u^2)+b^2u^2}} .
\end{equation}
The minimum lies at $a=24.4$ and $b=14.0$ angstrom, with a binding energy of 0.0296 eV. This is close to the isotropic 0.0298 eV, so the mass 0.30 serves the donor well.

Anisotropy also makes the repulsion of two electrons depend on their valleys. For two such clouds with Fourier transforms $\rho_1$ and $\rho_2$ the repulsion is
\begin{equation}
J=\frac{1}{2\pi^2\varepsilon}\int\frac{\rho_1(\mathbf k)\rho_2(\mathbf k)}{k^2}\,d^3k .
\end{equation}
It is 0.0370 eV for parallel axes and 0.0362 eV for crossed axes. The difference of 0.0008 eV favours crossed axes and so acts against the equal mixture of valleys. It is about 15\% of $E_{\rm BX}$ for P, but in an equal mixture the axes are parallel with probability one third, so on average it amounts to about 5\%. The actual effect on $E_{\rm BX}$ was not computed, and the electrons of D$^0$X do not both occupy this orbit.

\emph{Temperature.} At 4.2 K, $kT=0.00036$ eV, and $E_{\rm BX}$ for P is 15 times larger. Scaled to 300 K, $kT$ is 0.026 eV, about five times $E_{\rm BX}$. The energy balance still defines $E_{\rm BX}$, but the complex is then easily dissociated and its line is not to be expected in a device at room temperature.

\subsection{Beside real silicon}

The dielectric constant and electron mass are typical of silicon. The single hole mass is a stand-in for heavy and light bands that meet at the valence-band edge, and it is the least secure parameter. The model binds the free exciton by 0.0186 eV, whereas the real value is roughly 0.015 eV. Real excitons on these shallow donors are bound by roughly 0.005 eV, near a tenth of the ionization energy. The model gives 0.0050 and 0.0054 eV for Sb and P, which is the right size, but 0.0074 eV for As is too large. Its local slope near P, 0.20, is also steeper than a factor of a tenth. Varying the hole mass over the range above moves the first-order slope between about 0.12 and 0.19, so the uncertain hole mass alone can shift it by about a fifth. The valence-band degeneracy itself, electron-hole exchange and differences in core shape between donors were not computed, and the excess for As cannot be assigned to one of them here.

The line should be used for donors of one charge state in one host, with cores much smaller than the donor radius and similar in range and shape. It fails when the core binds an electron so tightly that the wide-orbit description is lost, or when the exciton leaves the symmetric valley combination. For acceptors the roles of electrons and holes change, and $n_X/n_D$ must be computed anew. The numerical output lists the energies and core averages to more digits than the model can claim for silicon.

\section*{Numbers as computed}
\begin{verbatim}
D0X energy without core = -0.858639 effective hartree
Virial ratio -V/T = 1.99718 (ideal 2)
Ratio n_X/n_D = 1.1524, slope s = 0.1524
Basis 375: slope 0.1564; basis 750: slope 0.1524
Energy gain on doubling basis = 0.002246 effective hartree
Sampling, 250 functions: E = -0.8516 +- 0.0020, matrix -0.8525 eff. hartree
Sampling, wide core: w = 0.3522 +- 0.0036, matrix 0.3486
Slope from energy differences = 0.1524
Remainder ratio on doubling lambda = 4.073 (ideal 4)
Slope with core range 2.0 angstrom = 0.1475
m_hole/m_el = 1.000: slope 0.1252, E_BX0 0.00221 eV
m_hole/m_el = 1.667: slope 0.1524, E_BX0 0.00275 eV
m_hole/m_el = 3.000: slope 0.1856, E_BX0 0.00352 eV
Chord slope Sb to P = 0.1965, mean local slope = 0.1965
Inputs (rough silicon): eps = 11.7, m_el = 0.30, m_hole = 0.50
Core range c = 4.0 angstrom = 0.1938 donor radii
Donor radius = 20.64 angstrom
Effective hartree = 0.05963 eV
Donor energy without core E_D0 = 0.02982 eV
Free-exciton binding = 0.01864 eV
E_BX0 = 0.046139 effective hartree
E_BX0 = 0.00275 eV
Core average n_D = 0.008472, n_X = 0.009763
Intercept at E_D = 0: -0.00179 eV
Mean distance from donor, electron = 44.6 angstrom
Mean distance from donor, hole = 62.2 angstrom
Valley gain: one electron 6.0 u, pair 12.0 u
Sb: E_D (rough input) 0.043 eV, lambda 0.8074 eV
Sb: donor shift, first order 0.00684 eV, full 0.01318 eV
Sb: E_BX line 0.00476 eV, full 0.00502 eV, local slope 0.1931
P: E_D (rough input) 0.045 eV, lambda 0.8723 eV
P: donor shift, first order 0.00739 eV, full 0.01518 eV
P: E_BX line 0.00506 eV, full 0.00541 eV, local slope 0.1999
As: E_D (rough input) 0.054 eV, lambda 1.1000 eV
As: donor shift, first order 0.00932 eV, full 0.02418 eV
As: E_BX line 0.00644 eV, full 0.00735 eV, local slope 0.2315
As from local line through P: E_BX = 0.00721 eV
Slope change if hole feels +lambda w = -0.014303
Ellipsoidal masses (rough): 0.19 across, 0.92 along
Ellipsoidal donor: radii 24.4 and 14.0 angstrom
Ellipsoidal donor energy without core = 0.02961 eV
Repulsion, same valley axis 0.03701 eV, crossed 0.03623 eV
kT at 4.2 K = 0.000362 eV
E_BX(P, full)/kT = 14.95
\end{verbatim}
